# A radial LDA solver for helium and neon

## Problem

Write a program that solves the local-density approximation (LDA) for a closed-shell atom. Use it to reproduce the NIST reference values $E=-2.834836$ and $\varepsilon_{1s}=-0.570425$ hartree for helium, and $E=-128.233481$ hartree for neon.

"LDA" does not fix these digits until the correlation energy is specified. The model here is non-relativistic and spin-unpolarized, with a point nucleus, Dirac exchange and Vosko-Wilk-Nusair (VWN) correlation in the form fitted to Monte Carlo energies of the uniform electron gas. Hartree atomic units are used.

Write an orbital as $u(r)Y_{lm}/r$, with $\int u^2dr=1$ and $u(0)=0$. A filled subshell has a spherical density because $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$. With $f_i$ electrons in subshell $i$, the radial charge is

$$q(r)=\sum_i f_iu_i^2=4\pi r^2n(r),\qquad \int q\,dr=N.$$

Since $\nabla^2(uY/r)=[u''-l(l+1)u/r^2]Y/r$, one integration by parts gives the kinetic energy, and the total energy is

$$E=\sum_i f_i\int\left[\frac{u_i'^2}{2}+\frac{l_i(l_i+1)}{2r^2}u_i^2\right]dr-\int\frac Zr q\,dr+\frac12\int V_Hq\,dr+\int(\epsilon_x+\epsilon_c)q\,dr .$$

The five contributions are called $T,E_{en},E_H,E_x,E_c$, the last integral holding two of them. The Hartree potential obeys $\nabla^2V_H=-4\pi n$. For $U=rV_H$ this reads

$$U''=-4\pi rn=-q/r. \tag{1}$$

The model's exchange energy per electron is $\epsilon_x=-\frac34(3n/\pi)^{1/3}$.

Now vary $u_i$ at fixed norm. The Coulomb interaction is symmetric, so $\delta E_H=\int V_H\delta q\,dr$. For a local energy, $\delta\int q\epsilon\,dr=\int v\,\delta q\,dr$ with $v=d(n\epsilon)/dn$. Since $\delta q=2f_iu_i\delta u_i$,

$$-\frac12u_i''+\left[\frac{l_i(l_i+1)}{2r^2}+V\right]u_i=\varepsilon_iu_i,\qquad V=-\frac Zr+V_H+v_x+v_c. \tag{2}$$

As $\epsilon_x\propto n^{1/3}$, $v_x=\frac43\epsilon_x$.

## First estimate by scaling

**Helium.** Take one hydrogenic orbital of adjustable size, $u=2\zeta^{3/2}re^{-\zeta r}$. Each electron has kinetic energy $\zeta^2/2$ and $\langle1/r\rangle=\zeta$, so $T=\zeta^2$ and $E_{en}=-4\zeta$. The charge is $q=8\zeta^3r^2e^{-2\zeta r}$. The solution of (1) that vanishes at the origin and tends to 2 is $U=2[1-(1+\zeta r)e^{-2\zeta r}]$, as two differentiations confirm. Hence

$$E_H=\frac12\int\frac{qU}{r}dr=8\zeta^3\int_0^\infty r\left[e^{-2\zeta r}-(1+\zeta r)e^{-4\zeta r}\right]dr=8\zeta\left[\frac14-\frac1{16}-\frac1{32}\right]=\frac54\zeta .$$

For exchange, $n=(2\zeta^3/\pi)e^{-2\zeta r}$ and

$$\int n^{4/3}d^3r=\left(\frac2\pi\right)^{4/3}\zeta^4\,\frac{8\pi}{(8\zeta/3)^3}=\left(\frac2\pi\right)^{4/3}\frac{27\pi}{64}\zeta ,$$

so $E_x=-\frac34(3/\pi)^{1/3}(2/\pi)^{4/3}(27\pi/64)\,\zeta=-0.536\,\zeta$. Without correlation,

$$E(\zeta)=\zeta^2-(4-1.25+0.536)\zeta=\zeta^2-3.286\,\zeta .$$

The minimum is at $\zeta=1.643$, where $E=-\zeta^2=-2.700$ hartree.

For correlation a typical density is enough. With $r_s$ defined by $n=3/(4\pi r_s^3)$, this orbital has $r_s=(3/8)^{1/3}e^{2\zeta r/3}/\zeta$. At the mean radius $3/(2\zeta)$ this is $1.19$ bohr. At the nearby round value $r_s=1$ the VWN formula below gives $\epsilon_c=-0.0600$ and $v_c=-0.0678$ hartree. Two electrons contribute about $-0.120$, and the estimate is $E\approx-2.82$ hartree.

The level follows from the dependence of $E$ on occupation. The orbitals make $E$ stationary at fixed norm, so their response to a change of $f_i$ does not contribute to first order. The explicit derivative is the expectation value of the operator in (2):

$$\frac{dE}{df_i}=\int\left[\frac{u_i'^2}{2}+\frac{l_i(l_i+1)}{2r^2}u_i^2+Vu_i^2\right]dr=\varepsilon_i. \tag{3}$$

This is Janak's relation. For $f$ electrons in the trial orbital, the energy without correlation is

$$E=\frac f2\zeta^2-2f\zeta+\frac5{16}f^2\zeta-0.536\left(\frac f2\right)^{4/3}\zeta .$$

The size $\zeta$ is also stationary, so differentiate at fixed $\zeta$ and set $f=2$:

$$\frac{\zeta^2}{2}-\left(2-1.25+0.357\right)\zeta=1.35-1.82=-0.47 .$$

Adding $v_c=-0.068$ gives $\varepsilon_{1s}\approx-0.54$ hartree.

**Neon.** Confine $Z$ electrons to a region of size $\ell$. The exclusion principle gives each a momentum of order $Z^{1/3}/\ell$, so $T\sim Z^{5/3}/\ell^2$, while the potential energy is of order $-Z^2/\ell$. Balancing them gives $\ell\sim Z^{-1/3}$ and $E\propto-Z^{7/3}$. This is a law for many electrons; fixing its prefactor at helium is an extrapolation. It gives $E\approx-2.82\times5^{7/3}=-2.82\times42.7\approx-120$ hartree.

## Exact solution of the model

Here "exact" means solving (1) and (2) to numerical convergence. The approximation in the functional remains.

### The correlation potential

Let $x=\sqrt{r_s}$, $X=x^2+bx+c$, $X_0=X(x_0)$, $Q=\sqrt{4c-b^2}$ and $\theta=\arctan[Q/(2x+b)]$. The VWN energy per electron is

$$\epsilon_c=A\left\{\ln\frac{x^2}{X}+\frac{2b}{Q}\theta-\frac{bx_0}{X_0}\left[\ln\frac{(x-x_0)^2}{X}+\frac{2(b+2x_0)}{Q}\theta\right]\right\},$$

with $A=0.0310907$ hartree, $x_0=-0.10498$, $b=3.72744$, $c=12.9352$. These constants define the model, with $r_s$ in bohr.

Because $(2x+b)^2+Q^2=4X$, the angle has derivative $\theta'=-2Q/(4X)=-Q/(2X)$. The first two terms in the braces then have derivative

$$\frac2x-\frac{2x+b}{X}-\frac bX=\frac{2(X-x^2-bx)}{xX}=\frac{2c}{xX}.$$

The square bracket has derivative

$$\frac2{x-x_0}-\frac{2x+b}{X}-\frac{b+2x_0}{X}=\frac{2[X-(x-x_0)(x+x_0+b)]}{(x-x_0)X}=\frac{2X_0}{(x-x_0)X},$$

since the numerator bracket equals $c+x_0^2+bx_0$. The factor $X_0$ cancels:

$$\frac{d\epsilon_c}{dx}=\frac{2A}{X}\left[\frac cx-\frac{bx_0}{x-x_0}\right].$$

From $x\propto n^{-1/6}$ follows $n\,dx/dn=-x/6$, and therefore

$$v_c=\epsilon_c+n\frac{d\epsilon_c}{dn}=\epsilon_c-\frac x6\frac{d\epsilon_c}{dx}. \tag{4}$$

At $r_s=1$ bohr the correction is $-0.0077975$, which takes $\epsilon_c=-0.060019$ to $v_c=-0.067816$ hartree.

### Grid, derivative and weights

Map $-1\le t\le1$ to $0\le r\le R$ by

$$r=\frac{a(1+t)}{1-t+\beta},\qquad \beta=\frac{2a}{R},\qquad J=\frac{dr}{dt}=\frac{a(2+\beta)}{(1-t+\beta)^2}.$$

About half the nodes then lie within $r\approx a$, where the core orbitals vary fastest. The condition $u(R)=0$ requires a box large compared with the orbital tails.

As nodes $t_k$ take $\pm1$ and the zeros of $P_L'$, that is, the zeros of $g(t)=(1-t^2)P_L'$. Legendre's equation says $g'=-L(L+1)P_L$. The polynomial equal to 1 at $t_j$ and 0 at the other nodes is $\ell_j=g(t)/[g'(t_j)(t-t_j)]$. Its slope at another node is

$$D_{kj}=\ell_j'(t_k)=\frac{P_L(t_k)}{P_L(t_j)(t_k-t_j)},\qquad D_{kk}=-\sum_{j\ne k}D_{kj},$$

the diagonal following because a constant has zero derivative.

The quadrature weights are $w_j=\int\ell_jdt$. This rule integrates polynomials up to degree $2L-1$ exactly. Such a polynomial is $gs$ plus its interpolant, with $s$ of degree at most $L-2$. By parts, $\int gs\,dt=-\int P_L[(1-t^2)s]'dt=0$, because $P_L$ is orthogonal to all lower degrees.

To find an interior weight, apply the rule to $\ell_jP_{L-1}'$. The identity $P_{L-1}'=tP_L'-LP_L$ gives $-Lw_jP_L(t_j)$ for the sum. For the integral, by parts, we need $-\int\ell_j'P_{L-1}dt$, to which only the leading power of $\ell_j'$ contributes. Let $k_L$ be the leading coefficient of $P_L$. Then $g$ starts with $-Lk_Lt^{L+1}$, and $\ell_j'$ starts with $Lk_Lt^{L-1}/[(L+1)P_L(t_j)]$. Using $k_L/k_{L-1}=(2L-1)/L$ and $\int P_{L-1}^2dt=2/(2L-1)$, the integral is $-2/[(L+1)P_L(t_j)]$. Thus

$$w_j=\frac{2}{L(L+1)P_L(t_j)^2}. \tag{5}$$

At $t=1$, apply the rule to $(1+t)P_L'$. The sum is $2w\,P_L'(1)=wL(L+1)$, and the integral is $2-\int P_Ldt=2$, in agreement with (5). The other end follows by symmetry.

### One matrix for two equations

Equation (2) is the stationarity condition of

$$S=\int\left[\frac{u'^2}{2}+(V_l-\varepsilon)u^2\right]dr,\qquad V_l=V+\frac{l(l+1)}{2r^2}.$$

At a node, $u'=J_k^{-1}\sum_jD_{kj}u_j$, and $dr$ becomes $J_kw_k$. With

$$K_{ij}=\frac12\sum_k\frac{w_k}{J_k}D_{ki}D_{kj},\qquad M_i=w_iJ_i,$$

the functional is $S=u^TKu+\sum_iM_i(V_{l,i}-\varepsilon)u_i^2$. The sum in $K$ runs over all nodes; the unknowns are the interior values, since $u$ vanishes at both ends. Setting $\partial S/\partial u_i=0$ and substituting $c_i=\sqrt{M_i}\,u_i$ gives an ordinary symmetric eigenproblem:

$$\sum_j\frac{K_{ij}}{\sqrt{M_iM_j}}c_j+V_{l,i}c_i=\varepsilon c_i,\qquad\sum_ic_i^2=1. \tag{6}$$

For the Hartree potential, all charge lies inside the box, so $U(0)=0$ and $U(R)=N$. Write $U=Nr/R+W$, with $W$ zero at both ends and $W''=-q/r$. This makes $\int[\frac12W'^2-(q/r)W]dr$ stationary. On the grid the expression is $W^TKW-\sum_iM_iq_iW_i/r_i$, and its derivative gives

$$2KW=Mq/r,\qquad V_H=\frac NR+\frac Wr. \tag{7}$$

### Self-consistency and total energy

The program proceeds as follows.

1. Solve (6) with $V=-Z/r$, fill the orbitals and form $q$.
2. Obtain $V_H$ from (7) and $v_x,v_c$ from $n=q/(4\pi r^2)$. A tiny floor on $n$ avoids division by zero in the far tail.
3. Solve (6) for each $l$ and form $q_{out}$.
4. If $\int|q_{out}-q|dr<10^{-7}$, stop. Otherwise replace $q$ by $q+0.4(q_{out}-q)$ and return to step 2.

Convergence of this iteration is not proved here; the residual in step 4 is what establishes it in each run. Here helium takes 29 iterations and neon 38.

The energy is the sum of its five parts. A second expression comes from multiplying (2) by $f_iu_i$, integrating and summing:

$$\sum_if_i\varepsilon_i=T+E_{en}+2E_H+\int v_{xc}q\,dr,\qquad v_{xc}=v_x+v_c.$$

The levels count the electron repulsion twice and contain the exchange-correlation potential in place of the energy. Therefore

$$E=\sum_if_i\varepsilon_i-E_H+E_x+E_c-\int v_{xc}q\,dr. \tag{8}$$

A further check uses scaling again. Replace each $u(r)$ by $\lambda^{1/2}u(\lambda r)$, which preserves its norm. Then $T$ scales as $\lambda^2$ and $E_{en},E_H,E_x$ as $\lambda$, while $E_c$ becomes $\int q\,\epsilon_c(\lambda^3n)dr$. Stationarity at $\lambda=1$, with negligible tails at $R$, requires

$$2T+E_{en}+E_H+E_x+3\int q(v_c-\epsilon_c)dr=0. \tag{9}$$

### Results

The grid has $L=100$, $a=1$ bohr and $R=30$ bohr. Energies are in hartree.

| | He | Ne |
|---|---:|---:|
| $T$ | 2.767922 | 127.738667 |
| $E_{en}$ | −6.625564 | −309.988206 |
| $E_H$ | 1.996120 | 65.726488 |
| $E_x$ | −0.861847 | −10.967049 |
| $E_c$ | −0.111467 | −0.743381 |
| $E$ | −2.834836 | −128.233481 |

The totals are $-77.1398$ eV and $-3489.4108$ eV. The helium level is $\varepsilon_{1s}=-0.570425$ hartree, or $-15.5220$ eV. The neon levels are $-30.305855$ ($1s$), $-1.322809$ ($2s$) and $-0.498034$ ($2p$) hartree.

For neon, (8) reads

$$-66.245531-65.726488-10.967049-0.743381+15.448968=-128.233481 .$$

The three requested values differ from their targets by at most $3.8\times10^{-7}$ hartree, less than half a unit in the last quoted digit. The residual of (9) is below $10^{-9}$ hartree for both atoms. For neon, reducing $L$ to 40 changes $E$ by $3.4\times10^{-10}$ hartree. The numerical check also tests the neon $2s$ level by separate integration of (2) from both ends, which gives $-1.322808$ hartree.

The correlation formula matters at this precision. Perdew-Zunger correlation gives $-2.83429$ hartree for helium and Perdew-Wang correlation $-2.834455$. The first value is quoted to five decimals only: the Perdew-Zunger fit joins two formulas at $r_s=1$ with a small jump in $\epsilon_c$, and a quadrature that runs across the jump moves the energy by about $10^{-6}$ hartree from one grid to another. Both miss the target by several $10^{-4}$ hartree, although the solver is unchanged.

## Comparison

| Quantity (hartree) | Scaling | Solved |
|---|---:|---:|
| He, $E$ without correlation | −2.700 | −2.724 |
| He, $E$ | −2.82 | −2.835 |
| He, $\varepsilon_{1s}$ | −0.54 | −0.570 |
| Ne, $E$ | −120 | −128.2 |

For helium the energy estimate differs from the solved value by about 0.5%, a figure made smaller by cancellation. Without correlation, the single exponential lies 0.024 hartree too high, as expected of a restricted trial orbital compared with the minimum. The correlation estimate of $-0.120$ is too negative: including correlation in the full solution lowers $E$ by 0.111. The excess comes mainly from rounding $r_s$ down to 1; at $r_s=1.19$ the VWN formula gives $-0.112$ for two electrons. The two errors have opposite signs and leave about 0.015 hartree.

The level is estimated less well, with an error of about 6% of its solved value. In absolute terms this is about 0.03 hartree, twice the error of the energy estimate. The energy is stationary, so an error in the orbital enters it only at second order. The level has no such protection: an error in the orbital changes the density and hence $V$, which shifts the expectation value (3) at first order by $\int\delta V\,u^2dr$. The rounded $r_s$ helps here too: it makes $v_c$ too negative ($-0.068$ against $-0.064$ at $r_s=1.19$) and hides a small part of the error. Screening is already visible in the estimate: the bare-nucleus level is $-2$ hartree, and the electron repulsion raises it strongly.

The neon estimate is about 6% too small in magnitude. The $Z^{7/3}$ law knows nothing of shells, and its prefactor came from an atom with two electrons, so this agreement does not measure the accuracy of the law.

Equation (3) also limits the use of $\varepsilon_{1s}$. Changing the helium occupation by $\pm0.01$ gives a slope of $-0.570429$ hartree, in agreement with the level. Removing a whole electron is a finite change, along which the slope need not stay constant, so (3) does not identify $-\varepsilon_{1s}$ with the model's ionization energy.

The potential has a related defect. Far from a neutral atom, $-Z/r+V_H$ tends to zero faster than $1/r$, and $v_{xc}$ dies out with the density. A distant electron should instead see the ion it left behind, with potential $-1/r$. Agreement with the reference digits validates the solver for this model; it does not remove this defect, the neglect of relativity, or the restriction to closed shells.

## Computed results

```
grid order 100, interior nodes 99
map scale 1.0 bohr, box 30.0 bohr
first interior radius 3.518e-04 bohr
mixing 0.4, density tolerance 1e-07 electrons
VWN A 0.0310907 hartree, x0 -0.10498, b 3.72744, c 12.9352
r_s=1 bohr: eps_c -0.060019, v_c -0.067816 hartree
Coulomb levels, max error 1.3e-09 hartree
Poisson test, max error 5.3e-14 hartree
libxc comparison, max relative error 6.7e-16
He iterations 29, charge 2.00000000
He kinetic energy 2.767922 hartree
He nuclear energy -6.625564 hartree
He Hartree energy 1.996120 hartree
He exchange energy -0.861847 hartree
He correlation energy -0.111467 hartree
He total energy -2.834836 hartree = -77.1398 eV
He eps(1s) -0.570425 hartree
He sum f*eps -1.140849 hartree
He integral v_xc*q -1.275448 hartree
He E from levels -2.834836 hartree
He virial residual -3.1e-10 hartree
Ne iterations 38, charge 10.00000000
Ne kinetic energy 127.738667 hartree
Ne nuclear energy -309.988206 hartree
Ne Hartree energy 65.726488 hartree
Ne exchange energy -10.967049 hartree
Ne correlation energy -0.743381 hartree
Ne total energy -128.233481 hartree = -3489.4108 eV
Ne eps(1s) -30.305855 hartree
Ne eps(2s) -1.322809 hartree
Ne eps(2p) -0.498034 hartree
Ne sum f*eps -66.245531 hartree
Ne integral v_xc*q -15.448968 hartree
Ne E from levels -128.233481 hartree
Ne virial residual 6.2e-10 hartree
He bare-nucleus eps(1s) -2.000000 hartree
He eps(1s) -15.5220 eV
He target E -2.834836, deviation 3.8e-07 hartree
He target eps -0.570425, deviation 2.7e-07 hartree
Ne target E -128.233481, deviation -2.7e-07 hartree
Ne eps(2s) by two-sided integration -1.322808 hartree
He dE/df, step 0.01: -0.570429 hartree
Ne order 40: E -128.23348127, minus order 100: -3.4e-10 hartree
Ne order 60: E -128.23348127, minus order 100: -4.6e-12 hartree
Ne order 80: E -128.23348127, minus order 100: -1.3e-12 hartree
Ne scale 0.7, box 40 bohr: E -128.23348127 hartree
He E with Perdew-Zunger correlation -2.834290 hartree
He E with Perdew-Wang correlation -2.834455 hartree
He E with exchange only -2.723640 hartree
```
